# The Fourier-Bessel transform of Slater-type radial densities

## The physical question

An X-ray scattered elastically by an atom changes its wave vector by \(\mathbf k\), with \(k=4\pi\sin\theta/\lambda\), where \(2\theta\) is the scattering angle and \(\lambda\) the wavelength. In the kinematic approximation, and with the photon energy well above the absorption edges of the electrons counted in the density, the amplitude relative to that of one free electron is the form factor

\[
f(\mathbf k)=\int \rho(\mathbf r)\,e^{i\mathbf k\cdot\mathbf r}\,d^3r ,
\]

where \(\rho\) is the electron density. The plane wave can be expanded as

\[
e^{i\mathbf k\cdot\mathbf r}=\sum_{l=0}^{\infty} i^l(2l+1)\,j_l(kr)\,P_l(\hat{\mathbf k}\cdot\hat{\mathbf r}),
\]

with spherical Bessel functions \(j_l\) and Legendre polynomials \(P_l\). Each multipole of the density therefore needs one radial integral with \(j_l\). If the orbitals are built from Slater functions, that is, powers of \(r\) times decaying exponentials, every such integral is a weighted sum of terms of the form

\[
J(n,l)=\int_0^\infty r^n e^{-\zeta r} j_l(kr)\,dr ,\qquad k>0,\ \zeta>0. \tag{1}
\]

The power \(r^n\) includes the volume factor \(r^2\). Lengths are in bohr, and \(k\) and \(\zeta\) are in bohr\(^{-1}\). Near the origin \(j_l(kr)\) behaves as \(r^l\), so the integral converges for \(n+l>-1\). Throughout, \(l\) is a non-negative integer and

\[
D=k^2+\zeta^2 .
\]

## Theorem

**(a)** For every real \(n\) with \(n+l>0\),

\[
D\,J(n+1,l)=2n\zeta\,J(n,l)-(n+l)(n-l-1)\,J(n-1,l). \tag{2}
\]

**(b)** For integers \(n\ge l+1\), put \(m=n-l-1\). Then

\[
J(n,l)=\frac{(2k)^l\,l!\,m!}{D^{(n+l+1)/2}}\;C_m^{(l+1)}\!\left(\frac{\zeta}{\sqrt D}\right), \tag{3}
\]

where the Gegenbauer polynomials are defined by

\[
(1-2xu+u^2)^{-\lambda}=\sum_{m=0}^\infty C_m^{(\lambda)}(x)\,u^m . \tag{4}
\]

Written out, with \(\lfloor m/2\rfloor\) the integer part of \(m/2\),

\[
J(n,l)=(2k)^l\, m!\sum_{s=0}^{\lfloor m/2\rfloor}
\frac{(-1)^s\,(n-1-s)!}{s!\,(m-2s)!}\,
\frac{(2\zeta)^{m-2s}}{D^{\,n-s}} . \tag{5}
\]

The proof uses three lemmas: one changes \(n\), one changes \(l\), and the third supplies the starting value.

## Lemma 1: the recursion in \(n\)

Equation (2) holds for real \(n\) with \(n+l>0\).

**Proof.** The function \(y(r)=j_l(kr)\) satisfies the spherical Bessel equation

\[
r^2y''+2ry'+\left[k^2r^2-l(l+1)\right]y=0 .
\]

Multiply it by \(r^{n-1}e^{-\zeta r}\) and integrate over \(r\). With \(g=r^{n+1}e^{-\zeta r}\) and \(h=r^ne^{-\zeta r}\), the derivative terms become

\[
\int_0^\infty g\,y''\,dr=\left[g\,y'-g'\,y\right]_0^\infty+\int_0^\infty g''\,y\,dr,
\]
\[
2\int_0^\infty h\,y'\,dr=\left[2h\,y\right]_0^\infty-2\int_0^\infty h'\,y\,dr .
\]

At infinity the exponential removes the boundary terms. At the origin they vanish at least as fast as \(r^{n+l}\), hence the condition \(n+l>0\). The same condition makes \(J(n-1,l)\) converge. Differentiation gives

\[
g''=\left[n(n+1)r^{n-1}-2(n+1)\zeta r^n+\zeta^2r^{n+1}\right]e^{-\zeta r},
\]
\[
-2h'=\left[-2n\,r^{n-1}+2\zeta r^n\right]e^{-\zeta r}.
\]

Now collect powers, including those from the bracket in the Bessel equation. The coefficient of \(r^{n+1}\) is \(\zeta^2+k^2=D\). That of \(r^n\) is \(-2(n+1)\zeta+2\zeta=-2n\zeta\). That of \(r^{n-1}\) is

\[
n(n+1)-2n-l(l+1)=n^2-n-l^2-l=(n+l)(n-l-1).
\]

Hence \(D\,J(n+1,l)-2n\zeta J(n,l)+(n+l)(n-l-1)J(n-1,l)=0\), which is (2). ∎

## Lemma 2: raising \(l\)

For real \(n\) with \(n+l>0\),

\[
k\,J(n,l+1)=(n+l)\,J(n-1,l)-\zeta\,J(n,l). \tag{6}
\]

**Proof.** The power series of the spherical Bessel function is

\[
j_l(x)=x^l\sum_{s=0}^\infty\frac{(-1)^s}{s!\,(2l+2s+1)!!}\left(\frac{x^2}{2}\right)^s . \tag{7}
\]

Divide by \(x^l\) and differentiate. The term \(s=0\) drops out, and \((x^2/2)^s/s!\) becomes \(x\,(x^2/2)^{s-1}/(s-1)!\). Renaming \(s-1\) as \(s\) gives

\[
\frac{d}{dx}\left[x^{-l}j_l(x)\right]
=-x\sum_{s=0}^\infty\frac{(-1)^s}{s!\,(2l+2s+3)!!}\left(\frac{x^2}{2}\right)^s
=-x^{-l}j_{l+1}(x).
\]

Carrying out the derivative on the left and multiplying by \(-x^l\) yields

\[
j_{l+1}(x)=\frac{l}{x}\,j_l(x)-j_l'(x).
\]

Set \(x=kr\). Since \(dy/dr=k\,j_l'(kr)\), multiplication by \(k\,r^ne^{-\zeta r}\) and integration give

\[
k\,J(n,l+1)=l\,J(n-1,l)-\int_0^\infty r^ne^{-\zeta r}\,y'\,dr .
\]

The boundary term of the last integral vanishes for \(n+l>0\), so

\[
\int_0^\infty r^ne^{-\zeta r}y'\,dr=-n\,J(n-1,l)+\zeta\,J(n,l).
\]

Substitution gives (6). ∎

## Lemma 3: the starting value

For every integer \(l\ge0\),

\[
J(l+1,l)=\frac{(2k)^l\,l!}{D^{\,l+1}} . \tag{8}
\]

**Proof.** For \(l=0\), \(j_0(kr)=\sin(kr)/(kr)\), and therefore

\[
J(1,0)=\frac1k\,\mathrm{Im}\int_0^\infty e^{-(\zeta-ik)r}dr
=\frac1k\,\mathrm{Im}\,\frac{\zeta+ik}{D}=\frac1D .
\]

Suppose (8) holds for some \(l\). At \(n=l+1\) the last coefficient in (2) is zero, so that

\[
J(l+2,l)=\frac{2(l+1)\zeta}{D}\,J(l+1,l). \tag{9}
\]

Equation (6) with \(n=l+2\) then gives

\[
k\,J(l+2,l+1)=2(l+1)\,J(l+1,l)\left[1-\frac{\zeta^2}{D}\right]
=2(l+1)\,\frac{k^2}{D}\,J(l+1,l).
\]

Dividing by \(k\),

\[
J(l+2,l+1)=\frac{2(l+1)k}{D}\,J(l+1,l)=\frac{(2k)^{l+1}(l+1)!}{D^{\,l+2}},
\]

which is (8) with \(l\) replaced by \(l+1\). ∎

## Proof of the theorem

Part (a) is Lemma 1. For part (b), differentiate (1) with respect to \(\zeta\). This is allowed under the integral sign because, for \(\zeta\ge\zeta_0>0\), the differentiated integrand is bounded in size by the integrable function \(r^{n+1}e^{-\zeta_0r}|j_l(kr)|\). Each derivative brings down a factor \(-r\), so

\[
J(l+1+m,l)=\left(-\frac{\partial}{\partial\zeta}\right)^{m}J(l+1,l).
\]

These derivatives are the Taylor coefficients of the starting value at a shifted exponent. For small \(t\),

\[
J(l+1,l)\Big|_{\zeta\to\zeta-t}=\sum_{m=0}^\infty\frac{t^m}{m!}\,J(l+1+m,l). \tag{10}
\]

The shift changes \(D\) into

\[
k^2+(\zeta-t)^2=D-2\zeta t+t^2=D\,(1-2xu+u^2),\qquad x=\frac{\zeta}{\sqrt D},\quad u=\frac{t}{\sqrt D}.
\]

By (8) and (4) with \(\lambda=l+1\), the left side of (10) is

\[
\frac{(2k)^l\,l!}{D^{\,l+1}}\sum_{m=0}^\infty C_m^{(l+1)}(x)\,\frac{t^m}{D^{m/2}} .
\]

Equating coefficients of \(t^m\) and multiplying by \(m!\) gives (3), since \(l+1+m/2=(n+l+1)/2\).

For the explicit sum, write \(1-2xu+u^2=1-u(2x-u)\) and use the binomial series with \((\lambda)_q=\lambda(\lambda+1)\cdots(\lambda+q-1)\):

\[
\left[1-u(2x-u)\right]^{-\lambda}
=\sum_{q=0}^\infty\frac{(\lambda)_q}{q!}\,u^q(2x-u)^q
=\sum_{q=0}^\infty\sum_{s=0}^{q}\frac{(\lambda)_q\,(-1)^s}{s!\,(q-s)!}\,(2x)^{q-s}u^{q+s}.
\]

The power \(u^m\) requires \(q=m-s\), and \(q\ge s\) limits \(s\) to \(s\le m/2\). For \(\lambda=l+1\),

\[
(l+1)_{m-s}=\frac{(l+m-s)!}{l!}=\frac{(n-1-s)!}{l!}.
\]

The factor \(l!\) cancels against the one in (3). The power \((2x)^{m-2s}\) supplies \((2\zeta)^{m-2s}\) and a further \(D^{-(m-2s)/2}\). The total power of \(1/D\) is

\[
\frac{n+l+1}{2}+\frac{n-l-1-2s}{2}=n-s ,
\]

which gives (5). ∎

## Remark 1: why orbital products qualify

A Slater function with integer principal quantum number \(n_i\) has the normalized radial part

\[
R_i(r)=N_i\,r^{n_i-1}e^{-\zeta_ir},\qquad N_i^2=\frac{(2\zeta_i)^{2n_i+1}}{(2n_i)!}.
\]

The product \(r^2R_iR_j\) has power \(n=n_i+n_j\) and exponent \(\zeta_i+\zeta_j\). Two orbitals with angular momenta \(l_i\le n_i-1\) and \(l_j\le n_j-1\) produce density multipoles with \(l\le l_i+l_j\le n-2\). The condition \(n\ge l+1\) is then satisfied, and the recursion can start from the single value (8).

Outside this range the transform can be a different kind of function. From \(\partial J(0,0)/\partial\zeta=-J(1,0)\) and the vanishing of \(J(0,0)\) as \(\zeta\to\infty\),

\[
J(0,0)=\int_\zeta^\infty\frac{dz}{k^2+z^2}=\frac1k\arctan\frac{k}{\zeta},
\]

which is not a finite sum of the form (5). For non-integer \(n\), (2) remains true, but its last coefficient does not vanish at any step of the ladder, so two starting values are needed.

## Remark 2: small and large scattering vectors

For \(k\to0\) the first term of (7) gives

\[
J(n,l)\to\frac{k^l\,(n+l)!}{(2l+1)!!\;\zeta^{\,n+l+1}} .
\]

The monopole tends to the constant \(n!/\zeta^{n+1}\), and its weighted sum over the orbital pairs of a normalized density is the electron count. Higher multipoles vanish as \(k^l\). At leading order a long wave therefore sees only the total charge; the shape first enters at order \(k^2\), through the quadrupole, at the same order as the first fall of the monopole.

For \(k\to\infty\), term \(s\) of (5) scales as \(k^{\,l-2n+2s}\), so the largest \(s\) dominates. With \(p=\lfloor m/2\rfloor\),

\[
J(n,l)\to(-1)^p\,2^l\,m!\,\frac{(n-1-p)!}{p!}\times
\begin{cases}k^{-n-1}, & m=2p,\\[2pt] 2\zeta\,k^{-n-2}, & m=2p+1.\end{cases}
\]

The decay follows a power law although the density falls exponentially in \(r\). Substituting \(r=v/k\) in (1) shows why:

\[
J(n,l)=k^{-n-1}\int_0^\infty v^n e^{-(\zeta/k)v}\,j_l(v)\,dv .
\]

By (5), the remaining integral is a rational function of \(\epsilon=\zeta/k\) whose denominator is a power of \(1+\epsilon^2\), so it has a power series in \(\epsilon\) for \(\epsilon<1\). Its \(q\)-th derivative in \(\epsilon\) inserts \((-v)^q\), so successive orders correspond to successive powers of \(r\) in the expansion of \(e^{-\zeta r}\) about the nucleus. The integrals \(\int_0^\infty v^{n+q}j_l(v)\,dv\) diverge at \(\epsilon=0\) and must be read as limits \(\epsilon\to0^+\). For odd \(m\) every term of (5) carries an odd power of \(\zeta\), so the zeroth order vanishes and the tail begins at first order.

For \(n=6\), \(\zeta=4\) bohr\(^{-1}\) and \(l=0\), one has \(m=5\), \(p=2\), and the limit of \(k^8J\) is \(120\cdot(3!/2!)\cdot8=2880\) bohr\(^{-1}\). At \(k=400\) bohr\(^{-1}\) the computed value is 2877.3 bohr\(^{-1}\). This illustrates the mathematical limit only: since \(k\le4\pi/\lambda\), such a \(k\) would need photons of at least about 750 keV, far outside ordinary X-ray diffraction.

## Remark 3: sum or recursion

The terms of (5) alternate in sign. Their absolute values add up to what (4) would give with \(+u^2\) replaced by \(-u^2\). That function has its nearest singularity at \(u=\sqrt{1+x^2}-x\), so the sum of absolute values grows with \(m\) as \((x+\sqrt{1+x^2})^m\), apart from powers of \(m\). The true generating function has its singularities at \(|u|=1\) and gives no exponential growth. The cancellation therefore worsens exponentially with \(m\), by a factor \(x+\sqrt{1+x^2}\) per step that rises with \(x=\zeta/\sqrt D\). At a given \(m\) the relative error also depends on the size of \(C_m^{(l+1)}(x)\) itself, which is largest at \(x=1\) and, for \(m\ge2\), passes through zeros in \(0<x<1\), so this rate alone does not locate the worst value of \(k\).

At \(l=2\), \(k=0.5\) and \(\zeta=1.3\) bohr\(^{-1}\), both methods reach rounding accuracy for \(n=6\). For \(n=30\) the error relative to \(J\) is \(1.4\times10^{-8}\) for the double-precision sum and \(2\times10^{-15}\) for the upward recursion. This comparison concerns that one point and is not a general error bound.

## Example: a two-exponent 3d orbital

Take a model 3d orbital, not assigned to any atom, with exponents 5 and 2 bohr\(^{-1}\) and equal coefficients:

\[
R(r)=c\left(N_1r^2e^{-5r}+N_2r^2e^{-2r}\right).
\]

The norms are \(N_1=\sqrt{10^7/6!}=117.85\) and \(N_2=\sqrt{4^7/6!}=4.770\) bohr\(^{-7/2}\). The overlap of the two functions is \(S=N_1N_2\,6!/7^7=0.4915\), and normalization requires \(c=1/\sqrt{2+2S}=0.5790\).

Squaring \(R\) gives pair exponents 10, 7 and 4 bohr\(^{-1}\), all with \(n=6\). Their weights \(c^2N_1^2\), \(2c^2N_1N_2\) and \(c^2N_2^2\) are 4656.0, 376.92 and 7.628 bohr\(^{-7}\). Writing \(J_\zeta\) for the transform with exponent \(\zeta\), the radial averages are

\[
\langle j_l\rangle=4656.0\,J_{10}(6,l)+376.92\,J_7(6,l)+7.628\,J_4(6,l).
\]

**The ladder.** For pair exponent 4 and \(k=2\) bohr\(^{-1}\), \(D=20\) bohr\(^{-2}\). With each \(J(n,l)\) in bohr\(^{n+1}\), the recursion for \(l=0\) runs

\[
\begin{aligned}
J(1,0)&=1/20=0.05,\\
J(2,0)&=(8\cdot0.05)/20=0.02,\\
J(3,0)&=(16\cdot0.02-2\cdot0.05)/20=0.011,\\
J(4,0)&=(24\cdot0.011-6\cdot0.02)/20=0.0072,\\
J(5,0)&=(32\cdot0.0072-12\cdot0.011)/20=0.00492,\\
J(6,0)&=(40\cdot0.00492-20\cdot0.0072)/20=0.00264 .
\end{aligned}
\]

For \(l=2\) it starts at \(J(3,2)=4^2\cdot2/20^3=0.004\) and passes through 0.0048 and 0.00648 to \(J(6,2)=0.0096\). For \(l=4\), \(J(5,4)=4^4\cdot24/20^5=0.00192\) and \(J(6,4)=40\cdot0.00192/20=0.00384\).

This diffuse pair contributes \(7.628\cdot0.00264=0.020\) to \(\langle j_0\rangle=0.401\), but \(7.628\cdot0.00384=0.029\) to \(\langle j_4\rangle=0.039\).

**The angular part.** Let one electron occupy the orbital with magnetic quantum number zero, and let \(w\) be the cosine of the angle to its axis. Using \(w^2=(2P_2+1)/3\) and \(w^4=(8P_4+20P_2+7)/35\),

\[
|Y_{20}|^2=\frac{5}{16\pi}(9w^4-6w^2+1)
=\frac1{4\pi}\left[1+\frac{10}{7}P_2(w)+\frac{18}{7}P_4(w)\right].
\]

Let \(\gamma\) be the angle between \(\mathbf k\) and the axis \(\hat{\mathbf z}\). The angular integral of \(P_L(\hat{\mathbf r}\cdot\hat{\mathbf z})\,P_l(\hat{\mathbf k}\cdot\hat{\mathbf r})\) is \(4\pi\delta_{Ll}P_l(\cos\gamma)/(2l+1)\). The factor \(2l+1\) cancels that of the plane wave, and \(i^2=-1\), \(i^4=1\) fix the signs:

\[
f=\langle j_0\rangle-\frac{10}{7}\langle j_2\rangle P_2(\cos\gamma)+\frac{18}{7}\langle j_4\rangle P_4(\cos\gamma).
\]

Along the axis \(P_2=P_4=1\); across it \(P_2=-1/2\) and \(P_4=3/8\). At \(k=2\) bohr\(^{-1}\), where \(\sin\theta/\lambda=k/4\pi=0.301\) Å\(^{-1}\),

\[
f_\parallel=0.40134-0.24663+0.09995=0.25466,\qquad
f_\perp=0.4013+0.1233+0.0375=0.5621 .
\]

| \(k\) (bohr\(^{-1}\)) | \(\langle j_0\rangle\) | \(\langle j_2\rangle\) | \(\langle j_4\rangle\) | \(f_\parallel\) | \(f_\perp\) |
|---|---|---|---|---|---|
| 0 | 1.000 | 0.000 | 0.000 | 1.000 | 1.000 |
| 1 | 0.763 | 0.087 | 0.006 | 0.654 | 0.830 |
| 2 | 0.401 | 0.173 | 0.039 | 0.255 | 0.562 |
| 4 | 0.062 | 0.151 | 0.081 | 0.055 | 0.248 |
| 6 | −0.015 | 0.083 | 0.079 | 0.070 | 0.120 |

Since \(k\le4\pi/\lambda\), the last row needs photons of at least about 11 keV. At small \(k\) the form factor falls faster along the axis because the charge extends farther in that direction. Expanding the plane wave to second order gives \(f\approx1-\tfrac12\langle(\mathbf k\cdot\mathbf r)^2\rangle\), and for this orbital \(\langle z^2\rangle=\tfrac{11}{21}\langle r^2\rangle\) while \(\langle x^2\rangle=\tfrac{5}{21}\langle r^2\rangle\).

The negative \(\langle j_0\rangle\) at \(k=6\) bohr\(^{-1}\) follows from the \(l=0\) transform. With \(\zeta-ik=\sqrt D\,e^{-i\varphi}\) and \(\tan\varphi=k/\zeta\),

\[
J(6,0)=\frac1k\,\mathrm{Im}\,\frac{5!}{(\zeta-ik)^6}=\frac{5!\,\sin6\varphi}{k\,D^3}.
\]

This is negative for \(\pi/6<\varphi<\pi/3\), that is, for \(\zeta/\sqrt3<k<\sqrt3\,\zeta\). All three pair exponents, 4, 7 and 10 bohr\(^{-1}\), meet this condition at \(k=6\) bohr\(^{-1}\), so every contribution is negative.

The value \(f_\parallel=0.070\) at \(k=6\) bohr\(^{-1}\) exceeds the value 0.055 at \(k=4\) bohr\(^{-1}\). The change is not monotonic: \(f_\parallel\) first falls to a minimum of about 0.050 near \(k=4.5\) bohr\(^{-1}\) and then rises, up to a maximum of about 0.088 near \(k=7.9\) bohr\(^{-1}\). Between the two end points the negative quadrupole term shrinks in size by 0.097, which outweighs the falls of 0.077 in the monopole term and 0.005 in the \(l=4\) term. The numerical check compares these form factors with direct integration of the three-dimensional density.

## Values computed for the example and the checks

```
Largest scaled deviation from quadrature: 1.6e-14
Largest scaled deviation from exponential sums: 4.2e-15
Recursion ladder, k = 2 1/bohr, zeta = 4 1/bohr, D = 20 1/bohr^2
  J(1,0) = 0.05000000 bohr^2
  J(2,0) = 0.02000000 bohr^3
  J(3,0) = 0.01100000 bohr^4
  J(4,0) = 0.00720000 bohr^5
  J(5,0) = 0.00492000 bohr^6
  J(6,0) = 0.00264000 bohr^7
  J(3,2) = 0.00400000 bohr^4
  J(4,2) = 0.00480000 bohr^5
  J(5,2) = 0.00648000 bohr^6
  J(6,2) = 0.00960000 bohr^7
  J(5,4) = 0.00192000 bohr^6
  J(6,4) = 0.00384000 bohr^7
Tail k^8 J(6,l), zeta = 4 1/bohr: limit; value at k = 400 1/bohr
  l = 0: 2880.0; 2877.3 bohr^-1
  l = 2: -4608.0; -4604.2 bohr^-1
  l = 4: 15360.0; 15350.8 bohr^-1
Relative errors, l = 2, k = 0.5, zeta = 1.3 1/bohr
  n = 6: sum 4.7e-16, recursion 1.9e-16
  n = 30: sum 1.4e-08, recursion 2.0e-15
Model 3d orbital: exponents 5.0 and 2.0 1/bohr
  norms N: 117.851130 and 4.770278 bohr^-7/2
  overlap 0.491500, common coefficient 0.578993
  pair exponent 10 1/bohr: weight 4656.0131 bohr^-7, share 0.335233
  pair exponent 7 1/bohr: weight 376.9243 bohr^-7, share 0.329534
  pair exponent 4 1/bohr: weight 7.6284 bohr^-7, share 0.335233
k (1/bohr), sin(theta)/lambda (1/angstrom), <j0>, <j2>, <j4>
  0  0.0000  1.000000  0.000000  0.000000
  1  0.1504  0.762864  0.086699  0.005671
  2  0.3008  0.401340  0.172641  0.038868
  3  0.4511  0.179173  0.176978  0.069068
  4  0.6015  0.061849  0.151136  0.081113
  6  0.9023  -0.015134  0.083032  0.079116
k (1/bohr), f along axis, f across axis (electrons)
  0  1.000000  1.000000
  1  0.653592  0.830260
  2  0.254656  0.562135
  3  0.103950  0.372188
  4  0.054516  0.248019
  6  0.069691  0.120465
Largest deviation of f from 3D integration: 2.1e-14 electrons
```
